# Ballistic Lower Limit of Contact Resistance for One Isotropic Valley

## The question

A heavily doped semiconductor has one isotropic conduction valley with electron density $n=10^{20}\ \mathrm{cm^{-3}}$, both spin states included. A planar contact of area $A$ connects it to a metal. The temperature is zero, and electrons cross from one reservoir to the other without scattering unless a part says otherwise. The contact is many Fermi wavelengths wide, so edge effects are neglected.

The quantity sought is the resistance multiplied by the area,

$$
\rho=\frac{V A}{I},
$$

often called the contact resistivity. It has the unit ohm times area and differs from a bulk resistivity. The voltage is measured between the two reservoirs.

The algebra uses atomic units, $\hbar=e=m_e=1$. The bias $V$ is then also the energy difference between the reservoirs' electrochemical potentials. Currents are counted as positive along the electron flow, which leaves the resistance positive. The energy $E(k)$ is measured from the valley bottom, depends on $k=|\mathbf k|$ alone and rises with $k$.

## Part (a): Fermi sphere and transverse modes

**Question.** Find the Fermi wave vector $k_F$ from $n$. Then find how many transverse modes per unit area are open at the Fermi energy, counting the two spins as one mode.

**Model answer.** In a periodic cube of edge $L$, each wave-vector component is a multiple of $2\pi/L$. One allowed wave vector therefore occupies the volume $(2\pi/L)^3$ and holds two electrons. Since $E$ rises with $k$, the occupied states fill a sphere of radius $k_F$:

$$
n=\frac{2}{L^3}\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}
=\frac{8\pi k_F^3}{3\cdot 8\pi^3}
=\frac{k_F^3}{3\pi^2},
\qquad
k_F=(3\pi^2 n)^{1/3}.
$$

A transverse mode is labelled by the wave vector $\mathbf k_\perp$ parallel to the contact plane. It is open at the Fermi energy if a real $k_z$ exists with $k_\perp^2+k_z^2=k_F^2$, which requires $k_\perp\le k_F$. The open modes fill a disk, the projection of the Fermi sphere onto the contact plane. Each mode occupies the area $(2\pi)^2/A$, so the number $M$ of modes obeys

$$
\frac{M}{A}=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}.
$$

With $n=1.000\times10^{-4}\ \text{Å}^{-3}$,

$$
k_F=(3\pi^2\times10^{-4})^{1/3}\ \text{Å}^{-1}=0.1436\ \text{Å}^{-1},
$$

$$
\frac{M}{A}=\frac{(0.1436)^2}{4\pi}\ \text{Å}^{-2}
=1.641\times10^{-3}\ \text{Å}^{-2}.
$$

Both counting laws replace a number of discrete points by a volume or an area. This was tested on finite lattices. A periodic square of edge 5000 Å has 41033 open modes, against 41021 from the area law, a relative difference of about $3\times10^{-4}$. The difference comes from lattice points near the rim of the disk.

## Part (b): the ballistic conductance

**Question.** Calculate the current density carried between the reservoirs when every mode is fully transmitted, and obtain the conductance per area. Does it depend on the effective mass or on a parabolic band?

**Model answer.** States with $k_z>0$ are filled by the left reservoir up to $\mu_L$, and states with $k_z<0$ by the right reservoir up to $\mu_R$. Because $E$ rises with $k$, the velocity $v_z=\partial E/\partial k_z$ has the sign of $k_z$. The current density injected by a reservoir of potential $\mu$ is

$$
J_+(\mu)=\frac{2}{(2\pi)^3}\int d^2k_\perp
\int_0^{k_{z,\max}}dk_z\,\frac{\partial E}{\partial k_z}.
$$

At fixed $\mathbf k_\perp$ the inner integral is an energy difference. Its upper end lies on the surface $E=\mu$, and its lower end has $k_z=0$:

$$
\int_0^{k_{z,\max}}dk_z\,\frac{\partial E}{\partial k_z}
=\mu-E(k_\perp).
$$

A fast electron carries more current, but the states of a fast branch are spread more thinly in energy. The two factors cancel, so the current that one open transverse mode carries per energy interval does not depend on the band shape.

Let $K(\mu)$ be the radius at which $E(K)=\mu$. Then

$$
J_+(\mu)=\frac{2}{(2\pi)^3}\int_0^{K(\mu)}2\pi k_\perp\,
[\mu-E(k_\perp)]\,dk_\perp .
$$

On differentiation, the moving upper limit gives no term, because the bracket vanishes there. What remains is

$$
\frac{dJ_+}{d\mu}
=\frac{2}{8\pi^3}\,\pi K^2
=\frac{K^2}{4\pi^2}.
$$

By symmetry the right reservoir injects a current of size $J_+(\mu_R)$ in the opposite direction. With $\mu_L-\mu_R=V$, the net current to first order in $V$ is

$$
J=J_+(\mu_L)-J_+(\mu_R)=\frac{k_F^2}{4\pi^2}V,
\qquad
\frac{G}{A}=\frac{k_F^2}{4\pi^2}.
$$

A displacement of the valley bottom proportional to $V$ would change $K^2$ by an amount of order $V$, and hence the current by order $V^2$. It does not affect the linear conductance.

Dividing by $M/A$ gives $G/M=1/\pi$ for each mode with its two spins. In ordinary units this is $2e^2/h$, because $h=2\pi$ when $\hbar=1$. At zero temperature neither the mass nor the parabolic form is needed. At finite temperature this remains a good approximation only while $E_F\gg k_BT$. At 300 K, where $k_BT\approx0.026$ eV, a mass of 0.3 gives $E_F\approx10\,k_BT$ at this density. A mass of 1.0 gives only about $3\,k_BT$, and the resistance then depends on the mass. At fixed density, the spherical Fermi surface fixes the number of modes.

**Finite bias.** For a parabolic band of mass $m$, $K^2=2m\mu$. Take $\mu_{L,R}=E_F\pm V/2$ with $V/2<E_F$. Then

$$
J=\int_{E_F-V/2}^{E_F+V/2}\frac{2m\mu}{4\pi^2}\,d\mu
=\frac{2mE_F}{4\pi^2}V=\frac{k_F^2}{4\pi^2}V .
$$

The linear law has no finite-bias correction in this symmetric arrangement, provided the valley bottom stays fixed relative to the mean potential. The density then rises slightly above $n$. If instead the density is held at $n$, part (f) gives a mean potential $E_F-V^2/16E_F$ above the valley bottom, and the current falls by the mass-dependent relative amount $V^2/16E_F^2$, about $9\times10^{-5}$ for $m=0.3$ and $V=0.01$ eV. The rest of this part keeps the valley bottom fixed. For a nonparabolic band with $E(1+\alpha E)=k^2/2m$, the integrand contains $\mu+\alpha\mu^2$, and its integral is

$$
\int_{E_F-V/2}^{E_F+V/2}(\mu+\alpha\mu^2)\,d\mu
=V\left(E_F+\alpha E_F^2+\frac{\alpha V^2}{12}\right).
$$

The current exceeds the linear result by the relative amount

$$
\frac{\alpha V^2/12}{E_F(1+\alpha E_F)}
=\frac{\alpha V^2}{12\,k_F^2/2m}.
$$

The current was also integrated directly over $\mathbf k$ space at a bias of 0.01 eV, with the valley bottom fixed. Masses of 0.1, 0.3 and 1.0 give the same resistance to the printed digits. For mass 0.3 and $\alpha=0.5\ \mathrm{eV^{-1}}$, the result is lower by about $1.6\times10^{-5}$ of its value. With $k_F^2/2m=0.2619$ eV, the formula gives $0.5\times(0.01)^2/(12\times0.2619)=1.6\times10^{-5}$, so the small difference is a finite-bias effect.

## Part (c): the numerical limit

**Question.** Show that the ballistic resistivity is about $7.9\times10^{-10}\ \Omega\,\mathrm{cm^2}$. How does it change with density, and with the number of equivalent valleys at fixed total density?

**Model answer.** Inverting the conductance per area and inserting $k_F$ gives

$$
\rho_0=\frac{4\pi^2}{k_F^2}
=\frac{4\pi^2}{(3\pi^2n)^{2/3}} .
$$

To restore units, multiply by the atomic unit of resistance, $\hbar/e^2=4108.2\ \Omega$. With $k_F$ in inverse angstrom, the area is then in square angstrom:

$$
\rho_0=\frac{4\pi^2\times4108.2}{(0.1436)^2}\ \Omega\,\text{Å}^2
=7.87\times10^{6}\ \Omega\,\text{Å}^2 .
$$

Since $1\ \text{Å}^2=10^{-16}\ \mathrm{cm^2}$,

$$
\rho_0=7.87\times10^{-10}\ \Omega\,\mathrm{cm^2}
\approx7.9\times10^{-10}\ \Omega\,\mathrm{cm^2},
$$

as required. The same number follows from the modes: one mode has resistance $h/2e^2=12906\ \Omega$, and $12906/(1.641\times10^{-3})$ is again $7.87\times10^6\ \Omega\,\text{Å}^2$. The resistance is finite without any scattering because a finite area offers a finite number of modes.

The scaling is $\rho_0\propto n^{-2/3}$. The volume of the Fermi sphere grows as $n$, but the current is limited by its projected area. A tenfold increase in density therefore lowers $\rho_0$ by $10^{2/3}\approx4.64$, to $1.69\times10^6\ \Omega\,\text{Å}^2$. At $10^{19}\ \mathrm{cm^{-3}}$ a mass of 0.3 gives $E_F\approx2\,k_BT$ at 300 K, so the zero-temperature law is then only a rough guide at room temperature. At zero temperature a tenfold decrease raises $\rho_0$ to $3.65\times10^7\ \Omega\,\text{Å}^2$.

For $g$ equivalent isotropic valleys, each holds the density $n/g$ and has the Fermi wave vector $(3\pi^2n/g)^{1/3}$. If all are fully transmitted, their conductances add:

$$
\rho_g=\frac{4\pi^2}{g\,(3\pi^2n/g)^{2/3}}
=g^{-1+2/3}\rho_0=g^{-1/3}\rho_0 .
$$

Dividing the electrons among more valleys increases the total projected area. The value $7.9\times10^{-10}\ \Omega\,\mathrm{cm^2}$ thus belongs to one isotropic valley and is not a limit for every semiconductor at this density.

## Part (d): the effect of reflection

**Question.** Show that elastic reflection at the contact cannot lower the resistance below $\rho_0$.

**Model answer.** Let $T_i$ be the total probability that an electron incident in valley mode $i$ reaches the metal, summed over all final metal modes. Conservation of probability requires $0\le T_i\le1$. At energies where both reservoirs are equally filled, the opposing currents cancel, as they must in equilibrium. Only the energy interval $V$ between the two potentials contributes. Taking the valley side as the more highly filled one, each mode supplies the current $V/\pi$ found in part (b), of which the fraction $T_i$ crosses:

$$
\frac{G}{A}=\frac{1}{\pi A}\sum_{i=1}^{M}T_i
=\frac{k_F^2}{4\pi^2}\langle T\rangle,
\qquad
\langle T\rangle=\frac1M\sum_{i=1}^{M}T_i\le1 .
$$

Therefore

$$
\rho=\frac{\rho_0}{\langle T\rangle}\ge\rho_0 .
$$

The argument does not require $\mathbf k_\perp$ to be conserved, so it includes elastic scattering by a rough interface. Extra modes in the metal cannot bring $\rho$ below $\rho_0$, because the current must pass through the $M$ valley modes. A metal with fewer than $M$ modes would itself limit the current and raise $\rho$.

## Part (e): an abrupt band step

**Question.** Let the band bottom of the metal lie an energy $U$ below that of the valley. Both bands are parabolic with the same mass $m$, and the interface is flat and abrupt. Find $\langle T\rangle$, examine small and large $U$, and evaluate $\rho$ for $m=0.3$ and $U=1$ eV.

**Model answer.** A flat interface conserves $\mathbf k_\perp$. If $k_1$ and $k_2$ are the normal wave vectors in the valley and the metal, energy conservation gives

$$
k_2^2=k_1^2+2mU .
$$

Let the incident amplitude be 1, the reflected amplitude $r$ and the transmitted amplitude $t$. With equal masses, the wave function and its normal derivative are continuous:

$$
1+r=t,\qquad k_1(1-r)=k_2t .
$$

Substituting $r=t-1$ into the second equation gives $k_1(2-t)=k_2t$, so $t=2k_1/(k_1+k_2)$. The transmitted flux is proportional to $k_2t^2$ and the incident flux to $k_1$. Hence

$$
T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}.
$$

Define $x=k_1/k_F$, $s^2=2mU/k_F^2=U/E_F$ and $q=k_2/k_F=\sqrt{x^2+s^2}$. At the Fermi energy $k_\perp^2=k_F^2(1-x^2)$, so $k_\perp dk_\perp=-k_F^2x\,dx$. The average over the disk becomes

$$
\langle T\rangle=\frac{1}{\pi k_F^2}\int_0^{k_F}T\,2\pi k_\perp dk_\perp
=\int_0^1 2x\,T\,dx .
$$

The minus sign has been absorbed by reversing the limits. Multiplying the numerator and denominator of $T$ by $(q-x)^2$, and using $(q+x)(q-x)=s^2$, gives

$$
T=\frac{4xq(q-x)^2}{s^4},\qquad
(q-x)^2=2x^2+s^2-2xq .
$$

Consequently

$$
\langle T\rangle=\frac{8}{s^4}
\left[\int_0^1x^2q(2x^2+s^2)\,dx-2\int_0^1x^3q^2\,dx\right].
$$

For the first integral, use $dq/dx=x/q$:

$$
\frac{d}{dx}(x^3q^3)=3x^2q^3+3x^4q
=3x^2q(q^2+x^2)=3x^2q(2x^2+s^2).
$$

The first integral is therefore $(1+s^2)^{3/2}/3$. The second term is

$$
2\int_0^1(x^5+s^2x^3)\,dx=\frac13+\frac{s^2}{2}.
$$

Together they give

$$
\langle T\rangle=\frac{8}{3s^4}
\left[(1+s^2)^{3/2}-1-\frac32s^2\right].
$$

For small $s$, the expansion $(1+s^2)^{3/2}=1+\frac32s^2+\frac38s^4-\frac1{16}s^6+\dots$ gives $\langle T\rangle=1-s^2/6+\dots$. The ideal contact is recovered as the step vanishes. For large $s$, the leading term is $\langle T\rangle\approx8/(3s)$, so

$$
\rho\approx\frac{3}{8}\sqrt{\frac{U}{E_F}}\,\rho_0 .
$$

This limit is approached slowly. For $m=0.3$ and $U=5$ eV the leading term gives $\langle T\rangle\approx0.61$, while the closed form gives 0.442. In this equal-mass model a deep step reflects strongly although it is no barrier, because the normal velocity changes greatly and does so abruptly. This is not a general rule. With different masses the mismatch is between the velocities $k/m$ on the two sides, so a light valley can be well matched to a deep, heavier metal band. A step spread over a few angstrom also reflects much less.

For $m=0.3$, $E_F=0.2619$ eV, and $U=1$ eV gives $s^2=3.819$. Then

$$
\langle T\rangle=
\frac{8\,[(4.819)^{3/2}-1-1.5\times3.819]}{3\times(3.819)^2}
=0.704,
$$

$$
\rho=\frac{7.87\times10^6}{0.704}\ \Omega\,\text{Å}^2
=1.12\times10^7\ \Omega\,\text{Å}^2
=1.12\times10^{-9}\ \Omega\,\mathrm{cm^2}.
$$

Reflection raises the resistance by about 42% relative to $\rho_0$. The mass now matters, through $E_F=k_F^2/2m$. The closed form was tested against mode-by-mode solutions of the matching equations for steps of 0.1, 1 and 5 eV, with mean transmissions of 0.944, 0.704 and 0.442. These are results of an abrupt-step, equal-mass model. With $U=1$ eV the metal side has a Fermi energy of only about 1.26 eV and a mass of 0.3, whereas simple metals have several eV and a mass near the free-electron value. The numbers therefore illustrate the mechanism and do not describe a particular contact. A real contact may also have a depletion barrier, different masses and different orbital character on its two sides.

## Part (f): where the voltage drops

**Question.** Two identical, fully transmitting ends connect a ballistic semiconductor to its reservoirs. Define the local electrochemical potential $\mu_{\rm loc}$ as that of an equilibrium electron gas with the same density and the same band bottom. What fraction of the bias drops at each end?

**Model answer.** Let $n(\mu)$ be the equilibrium density. Right-movers fill one half of a Fermi sphere up to $\mu_L$, and left-movers fill the other half up to $\mu_R$. The definition of $\mu_{\rm loc}$ is then

$$
n(\mu_{\rm loc})=\frac{n(\mu_L)+n(\mu_R)}2 .
$$

Write $\mu_{L,R}=\bar\mu\pm V/2$. The terms linear in $V$ cancel on the right, so $\mu_{\rm loc}=\bar\mu$ to first order. Half of the bias drops at each end. With this definition, one ideal end has resistance times area

$$
\frac{\rho_0}{2}=3.9\times10^{-10}\ \Omega\,\mathrm{cm^2}.
$$

This does not contradict part (d), where the voltage is measured between reservoirs. A quoted contact limit must state which voltage it uses.

At finite bias a parabolic band gives a small asymmetry. With $n\propto\mu^{3/2}$ and $\mu_{\rm loc}=\bar\mu+\Delta$, expansion of both sides gives

$$
\frac32\bar\mu^{1/2}\Delta
=\frac12\cdot\frac34\bar\mu^{-1/2}\left(\frac V2\right)^2,
\qquad
\Delta=\frac{V^2}{16\bar\mu}.
$$

The fraction dropped at the left end is

$$
\frac{\mu_L-\mu_{\rm loc}}V=\frac12-\frac{V}{16\bar\mu}.
$$

For $V=0.01$ eV and $\bar\mu=0.2619$ eV this is 0.4976, in agreement with the value found by solving the density condition numerically. The departure from one half vanishes in the linear-response limit.

## Table of computed values

```
electron density: 1.000e-04 1/angstrom^3
Fermi wave vector: 0.14360 1/angstrom
mode density (both spins in one mode): 1.6409e-03 1/angstrom^2
resistance of one mode, h/(2e^2): 12906.40 ohm
atomic unit of resistance: 4108.236 ohm
Bohr radius: 0.529177 angstrom
conductance per area: 1.2714e-07 1/(ohm angstrom^2)
ideal resistance-area product: 7.8656e+06 ohm angstrom^2
ideal resistance-area product: 7.8656e-10 ohm cm^2
at density 1.0e-05 1/angstrom^3: 3.6509e+07 ohm angstrom^2
at density 1.0e-03 1/angstrom^3: 1.6946e+06 ohm angstrom^2
periodic cube edge: 2000 angstrom
plane waves counted in Fermi sphere: 400007
density from count: 1.00002e-04 1/angstrom^3
periodic cross-section edge: 5000 angstrom
transverse modes counted: 41033
modes from area law: 41021.4
bias energy in current integral: 0.010 eV
current integral, mass 0.1 m_e, nonparabolicity 0.0 1/eV: 7.86565e+06 ohm angstrom^2
current integral, mass 0.3 m_e, nonparabolicity 0.0 1/eV: 7.86565e+06 ohm angstrom^2
current integral, mass 1.0 m_e, nonparabolicity 0.0 1/eV: 7.86565e+06 ohm angstrom^2
current integral, mass 0.3 m_e, nonparabolicity 0.5 1/eV: 7.86552e+06 ohm angstrom^2
model mass for step: 0.3 m_e
Fermi energy for model mass: 0.2619 eV
step 0.1 eV: mean transmission 0.944041 (matching), 0.944041 (closed form)
step 1.0 eV: mean transmission 0.703993 (matching), 0.703993 (closed form)
step 5.0 eV: mean transmission 0.442031 (matching), 0.442031 (closed form)
s^2 for 1 eV step: 3.8187
resistance-area product, 1 eV step: 1.1173e+07 ohm angstrom^2
resistance-area product, 1 eV step: 1.1173e-09 ohm cm^2
fraction of drop at left end: 0.49761
```
